How many squares does a small hole add to a strip?

**Problem**

A flat metal line has width w, a length much greater than w, and insulating long edges. Its sheet resistance R_s is uniform and the same in all directions in the plane. A circular hole of radius a, with a ≪ w, goes through the full thickness and is centred between the edges. By how much does the resistance of the line rise, to leading order in a/w?

Let x run along the line and y across it, with the origin at the centre of the hole. The result is to be given in squares. One square is a piece of unbroken line of length w, whose resistance is R_s, so the resistance rise is written ΔR = R_s ΔN. Ohm's law is taken to hold locally:

K = E/R_s,  E = −∇φ,

where K is the current per unit width and φ is the potential. This requires a carrier mean free path much shorter than a.

**A tempting solution**

Cut the line into thin slices across the current. At position x, with |x| < a, the hole removes a width 2h, where

h(x) = √(a² − x²).

A slice of length dx then has resistance R_s dx/(w − 2h). Adding the slices in series and subtracting the unbroken line gives

ΔN_slow = ∫ dx [1/(w − 2h) − 1/w],  from −a to a.

Since h ≪ w, the bracket can be expanded:

1/(w − 2h) − 1/w = 2h/w² + 4h²/w³ + …

The integral of 2h is the area of the hole, πa². The integral of h² is 2a³ − 2a³/3 = 4a³/3. Therefore

ΔN_slow = (πa²/w²) [1 + 16a/(3πw) + …].

The correction vanishes as a/w → 0, which seems to establish πa²/w² as the answer for a small hole.

**Where it fails**

The integral has been evaluated correctly. The fault lies in the resistance assigned to a slice, which assumes that the current is spread evenly over the open width and has no component along y. That is reasonable if the open width changes slowly, |dh/dx| ≪ 1. Here

dh/dx = −x/√(a² − x²),

which is of order one over much of the hole and diverges at x = ±a. Shrinking the hole does not change these slopes, because a small circle has the same shape as a large one. The limit a/w → 0 makes the expansion of the integrand accurate, but it does not make the width slowly varying.

The sign of the error follows from the heat produced. Let I be the total current and K̄ = I/(w − 2h) the mean of K_x over the open width at x. Write K_x = K̄ + (K_x − K̄). The cross term integrates to zero over y, so

∫ K_x² dy = I²/(w − 2h) + ∫ (K_x − K̄)² dy.

The heat per unit time is I²R = R_s ∫∫ (K_x² + K_y²) dx dy. Hence

R = R_s ∫ dx/(w − 2h) + (R_s/I²) ∫∫ [(K_x − K̄)² + K_y²] dx dy.

The first term is the slice estimate. The second cannot be negative, so the slice estimate is a lower bound. What it omits is the cost of uneven flow and of sideways flow, and the size of that cost requires the actual potential.

**The right solution**

*The hole in a wide sheet.* In a steady state, charge conservation gives ∇²φ = 0. Far from the hole let the field be E₀ along +x, so that φ → −E₀x. In polar coordinates, with x = r cosθ, the solution with this angular dependence is

φ = −(E₀r + B/r) cosθ.

No current crosses the rim, so ∂φ/∂r = 0 at r = a. This gives E₀ − B/a² = 0, or B = E₀a², and

φ = −E₀ (r + a²/r) cosθ.

The hole adds a dipole potential of strength a². On the rim the potential is −2E₀a cosθ, twice that of the undisturbed field. The field along the rim has magnitude 2E₀|sinθ|, so the current density at the top and bottom of a small hole is twice the distant value.

*The edges of the strip.* The dipole potential dies away as 1/r in a wide sheet. In a strip it cannot do so, because the edges at y = ±w/2 must carry no normal current. This condition is met by placing equal dipoles at y = nw for every integer n. Reflection in either edge maps this row onto itself and leaves an x-directed dipole unchanged, so the summed potential is even about each edge and has zero normal derivative there. To leading order in a/w,

φ = −E₀ [x + a²S(x, y)],

S = Σₙ x/[x² + (y − nw)²].

To sum the series, put z = x + iy. Each term is the real part of 1/(z − inw), and the symmetric sum of these is the partial-fraction series of (π/w) coth(πz/w). Let α = πz/w, with complex conjugate α*, and multiply the numerator and denominator of coth α = cosh α/sinh α by sinh α*. The real part of the numerator is ½ sinh(2πx/w), and the denominator is ½[cosh(2πx/w) − cos(2πy/w)]. Thus

S = (π/w) sinh(2πx/w)/[cosh(2πx/w) − cos(2πy/w)].

For |x| well beyond w/(2π), S approaches +π/w on the right and −π/w on the left, with a remainder that decays as exp(−2π|x|/w). The potential therefore tends to

φ → −E₀ (x ± πa²/w),  x → ±∞.

*Voltage and current.* Between x = −X and x = X, with both ends in the distant region, the voltage is

V = φ(−X) − φ(X) = E₀ (2X + 2πa²/w).

The added potentials at the ends are constants, so the distant field is still E₀ and the current is I = E₀w/R_s. Division gives

V/I = R_s (2X/w + 2πa²/w²).

The first term is the unbroken line. The hole adds

ΔN = 2πa²/w²  (leading order in a/w),

which is twice the leading slice estimate.

**The factor of two seen from the rim**

The same result follows from the rim potential, without summing images. Both φ and x satisfy Laplace's equation in the metal, so Green's identity gives

∮ (φ ∂x/∂n − x ∂φ/∂n) ds = 0

over the whole boundary, with n pointing out of the metal. The long edges contribute nothing, because both normal derivatives vanish there. At the two ends ∂φ/∂x = −E₀, and their joint contribution is −Vw + 2XE₀w. On the rim ∂φ/∂n = 0, while n points towards the centre of the hole, so ∂x/∂n = −cosθ. Collecting the terms,

Vw = 2XE₀w − ∮ φ cosθ a dθ.

With φ = −2E₀a cosθ, the last term is +2E₀a² ∫cos²θ dθ = 2πE₀a², as before. If the undisturbed potential −E₀a cosθ is put there instead, the result is πE₀a², which reproduces the leading slice estimate. The factor of two is thus the doubling of the rim potential by the deflected current.

A finite-element solution of the conduction equation, which uses neither dipoles nor images, tests this. For a/w = 0.02 it gives a rim potential at θ = 0 of magnitude 2.003 E₀a and an added resistance of 1.0013 times 2πa²/w².

**When the slice estimate becomes right**

An elliptical hole shows how the slice estimate is recovered. Let its semi-axis be b along the current and c across it. Define

ρ = (b + c)/2,  k = (b² − c²)/4,  z = ζ + k/ζ.

Since k/ρ = (b − c)/2, the circle ζ = ρ exp(iθ) maps to x = b cosθ, y = c sinθ, which is the ellipse. Take φ as the real part of

W = −E₀ (ζ + ρ²/ζ).

On the circle W is real. Its imaginary part, which labels the lines of current flow, is therefore constant there, and no current crosses the rim. Far away ζ = z − k/z + …, so

W = −E₀ [z + (ρ² − k)/z + …].

The dipole strength p, which was a² for the circle, is now

p = ρ² − k = [(b + c)² − (b² − c²)]/4 = c(b + c)/2.

The distant voltage depends on the hole through p, so for an ellipse small compared with w

ΔN = 2πp/w² = πc(b + c)/w².

The slices give the area over w², that is πbc/w². The ratio of the two is

ΔN/ΔN_slow = 1 + c/b.

For a circle it is 2. For a hole drawn out along the current, b ≫ c, it tends to 1, because the current is then deflected gently. In the opposite limit b → 0 the hole is a crack across the current. It removes no area and the slices give zero, yet the resistance still rises by πc²/w² squares.

The finite-element solution was compared with this ratio for three ellipses. For (b/w, c/w) = (0.02, 0.04), (0.08, 0.02) and (0.08, 0.01) it gives 3.012, 1.254 and 1.127, against 3, 1.25 and 1.125 from the formula. The differences are below half a percent.

**A hole that is not very small**

At finite a/w the image dipoles also change the field that acts on the hole. Let the strength of every dipole in the row be p. Near the origin the images with n ≠ 0 contribute

Σ′ x/[x² + (y − nw)²] ≈ x · 2(1/w²)(1 + 1/4 + 1/9 + …) = π²x/(3w²),

where the sum of inverse squares is π²/6. The field at the hole is then E₀[1 + π²p/(3w²)]. A circular hole responds with a² times this factor:

p = a² [1 + π²p/(3w²)].

Solving for p and using ΔN = 2πp/w²,

ΔN = (2πa²/w²)/[1 − π²a²/(3w²)].

The next term in the image potential has the form r³ cos3θ. Its coefficient follows from

(π/w) coth(πz/w) − 1/z = π²z/(3w²) − π⁴z³/(45w⁴) + …

The rim answers an applied r³ cos3θ with a⁶ cos3θ/r³, so the hole acquires a moment −π⁴pa⁶/(45w⁴). The images of this moment act back on the hole with a uniform field. Since 1/z³ is half the second derivative of 1/z, their linear term is −π⁴z/(15w⁴) per unit moment. The product is a relative change in the field of π⁸pa⁶/(675w⁸), about 14(a/w)⁸ when p ≈ a². This is negligible for a small hole.

The numerical solution gives the following values of ΔN/(2πa²/w²), with the finite-width formula in brackets:

a/w = 0.05: 1.0083 (1.0083)
a/w = 0.125: 1.0542 (1.0542)
a/w = 0.25: 1.2592 (1.2588)

The small difference in the last line has the sign and size of the neglected term. The formula must fail as the hole nears the edges. At a = w/2 it stays finite, whereas the slice integral, a lower bound, diverges: near x = 0 the open width is then about x²/a.

**Worked example: a void in a ruthenium line**

Take a ruthenium test line 400 nm wide, 30 nm thick and 4000 nm long, with a cylindrical void of radius 50 nm through its full thickness. A rough typical resistivity for such a film is 15 µΩ cm, or 150 Ω nm. The sheet resistance is

R_s = 150 Ω nm/30 nm = 5.0 Ω per square,

and the unbroken line has 4000/400 = 10 squares, or 50 Ω. With a/w = 0.125, the leading formula gives

ΔN = 2π(0.125)² = 0.098 squares,  ΔR = 0.49 Ω.

The finite-width formula divides this by 1 − π²(0.125)²/3 = 0.949, so that

ΔN = 0.103 squares,  ΔR = 0.52 Ω.

The numerical solution agrees to the digits shown. At 1 MA/cm² the current is 0.12 mA and the void adds 0.062 mV.

The leading slice estimate is 0.049 squares, but the full slice integral gives 0.062. The numerical result is 1.66 times the latter, not twice. The slice integral has a correction of first order in a/w, here 16 × 0.125/(3π) = 21%, followed by smaller terms, while the true result has a correction of second order, here 5.4%. The ratio of two belongs to the limit a/w → 0.

The void raises the line resistance by 1.0%. Since the resistance varies as 1/w, a uniform narrowing of about 4 nm would do the same. A resistance measurement alone cannot tell these two defects apart.

**What a real line changes**

The dimensions suit a test structure; the narrowest ruthenium interconnects are far smaller. One assumption that fails on the way down is the local Ohm's law. To estimate when, take the opposite limit, a mean free path much longer than a, in which carriers arrive at the rim undisturbed by the hole, and suppose that they reflect there like light. A carrier that meets the rim at angle α to its normal loses a fraction 1 + cos2α of its forward momentum in the plane. The momentum-loss width of the hole is

a ∫ cosα (1 + cos2α) dα = 2a ∫ cos³α dα = 8a/3,  from −π/2 to π/2.

For a spherical Fermi surface, the in-plane speed averaged with weight v_x² is 9π/32 of the full speed. One hole in a length L adds a scattering rate (8a/3)(9π/32)v/(wL) = 3πav/(4wL). Compared with the bulk rate v/λ, where λ is the mean free path, this raises the resistance by the fraction 3πaλ/(4wL). Multiplying by the L/w squares of the line gives 3πaλ/(4w²) squares, which is

3λ/(8a)

times the leading result 2πa²/w². With λ = 7 nm, roughly the bulk value, and a = 50 nm this is 5%. The film assumed here has about twice the bulk resistivity, so its λ is probably about half as long, which would halve the ratio. The ratio locates the crossover between the two limits, which lies where it is near one. This argument does not establish the ratio as a correction to the local result, because the free-flight result does not hold when λ is shorter than a, and neither the rim nor the Fermi surface of ruthenium need be so simple. For a 20 nm line with a 2.5 nm void, which has the same a/w, the estimate is 105% with the bulk λ and about half that with the shorter one. In either case the local model can no longer be trusted.

Ruthenium is also anisotropic. If its hexagonal axis is normal to the film, the sheet is isotropic and nothing changes. If the axis lies in the plane, along or across the line, the conductivities σₓ and σᵧ differ. Let s = √(σₓ/σᵧ) and y′ = sy. The conduction equation becomes isotropic in (x, y′), the width becomes sw, and the hole becomes an ellipse with b = a and c = sa. The extra voltage is E₀ · πc(b + c)/(sw) = E₀πa²(1 + s)/w. The current is proportional to σₓE₀w, so

ΔN = (πa²/w²)(1 + s),

in squares of the sheet resistance along the line. With that resistance held fixed and a rough conductivity ratio of 1.3, the hole term changes by +7% or −6%, depending on which direction conducts better.

Heating is also a small effect at this current. The line produces ρJ²t = 4.5 × 10⁵ W/m², where ρ is the resistivity, J the current density and t the thickness. Through 300 nm of oxide of conductivity 1.4 W/(m K), with heat flowing straight down, this warms the line by 0.10 K. That is a high estimate, because heat also spreads sideways in an oxide nearly as thick as the line is wide; above a cold substrate this would lower the warming to about 0.06 K for a line with air above it, and to about 0.04 K for one covered with oxide. With the higher figure, a temperature coefficient of 0.004 per kelvin, roughly that of the bulk metal and so probably high for a thin film, then adds 0.02 Ω to the whole line, or 4% of the hole term. The warming grows as J², so at 10 MA/cm² these high figures give about 2 Ω, well above the 0.52 Ω of the void. With sideways spreading, cooled ends and half the temperature coefficient, the contribution falls to 0.3–0.5 Ω, which is still comparable to that of the void.

Computed values

```
Circle: a/w, numerical squares, numerical/(2 pi a^2/w^2), finite-width formula/(2 pi a^2/w^2)
  0.020  0.002517  1.0013  1.0013
  0.050  0.015838  1.0083  1.0083
  0.125  0.103494  1.0542  1.0542
  0.250  0.494469  1.2592  1.2588
Rim potential/(far field * a) at a/w = 0.02: 2.0025
Ellipse: b/w, c/w, numerical/(pi b c/w^2), 1 + c/b
  0.02  0.04  3.0119  3.0000
  0.08  0.02  1.2541  1.2500
  0.08  0.01  1.1267  1.1250
Anisotropy: sigma_x/sigma_y, numerical/(pi a^2/w^2) at a/w = 0.04, formula
  1.300  2.1508  2.1402
  0.769  1.8877  1.8771
Ru line: width 400 nm, thickness 30 nm, length 4000 nm, hole radius 50 nm
Resistivity (rough): 15.0 uOhm cm
Sheet resistance: 5.000 Ohm per square
Plain line: 10.0 squares, 50.00 Ohm
Leading formula: 0.09817 squares, 0.4909 Ohm
Finite-width formula: 0.10349 squares, 0.5175 Ohm
Numerical solution: 0.10349 squares, 0.5175 Ohm
Slow width, leading: 0.04909 squares, 0.2454 Ohm
Slow width, full integral: 0.06248 squares
Numerical/full slow-width integral: 1.656
Extra resistance/plain line: 1.03 %
Current density 1.0 MA/cm2, current 0.120 mA, extra voltage 0.0621 mV
Finite-width share: 5.4 %
Mean free path (rough): 7.0 nm
Ballistic factor times mean free path/a: factor 0.375, size 5.3 %
Same size for width 20 nm, radius 2.5 nm: 105 %
Anisotropy size, sigma_x/sigma_y = 1.300: +7.0 %
Anisotropy size, sigma_x/sigma_y = 0.769: -6.1 %
Oxide (rough): 300 nm, 1.4 W/(m K); temperature coefficient 0.0040 1/K
Joule warming: 0.096 K, adds 0.0193 Ohm to the line, 3.7 % of the hole term
```
